# Diffusion thermopower of a thick metal film with diffuse surfaces

## The problem

A metal film of thickness \(d\) carries current along its plane. Its electrons are free, with Fermi energy \(E_F\), and scatter elastically and isotropically inside the metal. Their bulk mean free path grows as the square of the energy,

\[
\lambda(E)=\lambda\left(\frac{E}{E_F}\right)^2,\qquad \lambda\equiv\lambda(E_F).
\]

Both surfaces scatter diffusely: an electron leaves a surface with its energy unchanged and its direction forgotten. The film is thick, \(d\gg\lambda\), and \(k_BT\ll E_F\).

What fraction of the bulk diffusion thermopower does the film lose, to leading order in \(\lambda/d\)? Evaluate it for \(E_F=12\) eV, \(\lambda=15\) nm, \(d=150\) nm and \(T=300\) K, values roughly like those of an aluminium interconnect film.

The electron charge is \(-e\), with \(e>0\). The thermopower \(S\) is the field along the film divided by the temperature gradient, at zero net current. "Diffusion" means that the phonons are taken to be in local equilibrium, so that they do not drag the electrons along.

## A tempting solution

Mott's formula gives the thermopower from the conductivity \(\sigma(E)\) that the metal would have if all its current were carried at energy \(E\):

\[
S=-\frac{\pi^2k_B^2T}{3e}\left.\frac{d\ln\sigma}{dE}\right|_{E_F}.
\]

Diffuse surfaces lower the conductivity of a thick film by the factor \(1-3\lambda/(8d)\), which is derived below. Here \(\lambda/d=0.1\), so

\[
\sigma_{\rm film}=0.9625\,\sigma_{\rm bulk},\qquad
\ln\sigma_{\rm film}=\ln\sigma_{\rm bulk}+\ln 0.9625 .
\]

The last term is a constant, its derivative is zero, and the film has the thermopower of the bulk. The result looks reasonable: thermopower is a ratio of two currents, and a factor that reduces both cancels. On this reasoning the lost fraction is zero.

## Where it fails

The number 0.9625 was inserted before the derivative was taken. It is the film factor at one energy, \(E_F\), whereas Mott's formula asks how the conductivity changes with energy while the thickness stays fixed. At an energy 1% higher, the mean free path is about 2% longer, and the conductivity deficit rises from 0.0375 to about 0.0383. The factor depends on energy, and it reduces the two currents in different proportions.

The cancellation would hold if \(\lambda\) did not depend on energy. Here it does, so the film factor is needed as a function of energy.

## The right solution

### Mott's formula in a film

Let \(x\) run along the film and \(z\) across it. Write the distribution as \(f_0+\delta f\), where \(f_0\) is the local Fermi function. The field and the gradients of temperature and chemical potential \(\mu\) all lie along \(x\). To first order in them, the steady Boltzmann equation is

\[
v_z\frac{\partial\,\delta f}{\partial z}+\frac{\delta f}{\tau}
=-v_x\left(-\frac{\partial f_0}{\partial E}\right)
\left[e\mathcal E+\frac{E-\mu}{T}\frac{dT}{dx}\right].
\]

Here \(e\mathcal E\) is the gradient of the electrochemical potential, so \(\mathcal E\) is the field that a voltmeter registers. It includes the gradient of \(\mu\). Electrons scattered into a state add no term on the right: isotropic scattering returns the average of \(\delta f\) over directions, and this is zero because \(\delta f\) is odd in \(v_x\).

The bracket depends on energy but not on direction or depth. Since all scattering is elastic, each energy shell responds to its own bracket, with the same conductivity \(\sigma(E)\) whether the drive is electrical or thermal. The current density averaged over the thickness is therefore

\[
j=\int dE\left(-\frac{\partial f_0}{\partial E}\right)\sigma(E)
\left[\mathcal E+\frac{E-\mu}{eT}\frac{dT}{dx}\right].
\]

Setting \(j=0\) gives

\[
S=\frac{\mathcal E}{dT/dx}
=-\frac{1}{eT}\,
\frac{\int dE\,(E-\mu)\,\sigma(E)\,(-\partial f_0/\partial E)}
{\int dE\,\sigma(E)\,(-\partial f_0/\partial E)} .
\]

It is the current summed over the thickness that vanishes; the current at a given depth need not.

The function \(-\partial f_0/\partial E\) is even about \(\mu\) and a few \(k_BT\) wide. Over that width \(\sigma(E)\simeq\sigma(\mu)+(E-\mu)\sigma'(\mu)\). The constant term drops out of the numerator by symmetry. The linear term needs the following integral, with \(y=(E-\mu)/k_BT\):

\[
\int_{-\infty}^{\infty}\frac{y^2e^{-y}}{(1+e^{-y})^2}\,dy
=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty y^2e^{-ny}dy
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\]

The integrand is even, which gives the factor 2, and each integral over \(y\) equals \(2/n^3\). The numerator is thus \((\pi^2/3)k_B^2T^2\sigma'(\mu)\), the denominator is \(\sigma(\mu)\), and Mott's formula follows. Replacing \(\mu\) by \(E_F\) costs a relative error of order \((k_BT/E_F)^2\).

### The bulk

The electron density up to wave number \(k\) is \(k^3/(3\pi^2)\), and \(dE/dk=\hbar v\). The density of states is therefore \(k^2/(\pi^2\hbar v)\). With \(\tau=\lambda(E)/v\) and the directional average \(\langle v_x^2\rangle=v^2/3\),

\[
\sigma_{\rm bulk}(E)=e^2\,\frac{k^2}{\pi^2\hbar v}\,\frac{v^2\tau}{3}
=\frac{e^2k^2\lambda(E)}{3\pi^2\hbar}.
\]

Since \(k^2\propto E\) and \(\lambda(E)\propto E^2\), this is proportional to \(E^3\). Hence \(d\ln\sigma_{\rm bulk}/dE=3/E_F\) at the Fermi energy, and

\[
S_{\rm bulk}=-\frac{\pi^2k_B^2T}{eE_F}.
\]

### The film factor

Consider electrons of one energy whose path makes an angle with the film normal of cosine \(\pm u\), where \(0<u\le1\). Measure \(z\) from the surface they have left, and let \(g\) be their \(\delta f\) divided by its bulk value. Multiplying the Boltzmann equation by \(\tau\), and using \(|v_z|\tau=u\lambda\), gives

\[
u\lambda\frac{dg}{dz}+g=1 .
\]

Electrons leaving a diffuse surface are spread evenly over directions and carry no net current along \(x\), so \(g(0)=0\). The solution is

\[
g(z)=1-e^{-z/(u\lambda)} .
\]

Its average over the thickness is

\[
\frac1d\int_0^d g\,dz=1-\frac{u\lambda}{d}\left(1-e^{-d/(u\lambda)}\right).
\]

Each direction contributes to the current in proportion to \(v_x^2\), which after averaging around the normal is proportional to \(1-u^2\). Since \(\int_0^1(1-u^2)\,du=2/3\), the normalized weight is \(\tfrac32(1-u^2)\). With \(\kappa=d/\lambda\), the ratio of film to bulk conductivity is

\[
F(\kappa)=1-\frac{3}{2\kappa}\int_0^1u(1-u^2)\left(1-e^{-\kappa/u}\right)du .
\]

Without the exponential the integral is \(\tfrac12-\tfrac14=\tfrac14\). The exponential is at most \(e^{-\kappa}\), because \(u\le1\). Therefore

\[
F=1-\frac{3}{8\kappa}+r,\qquad 0<r\le\frac{3e^{-\kappa}}{8\kappa}.
\]

In a thick film the two surfaces act independently, and \(r\) is negligible.

### The derivative at fixed thickness

At energy \(E\) the deficit is \(3\lambda(E)/(8d)\), which is proportional to \(E^2\). Its derivative with respect to \(\ln E\) is twice itself, so at \(E_F\)

\[
\frac{d\ln F}{d\ln E}
=-\frac{3\lambda/(4d)}{1-3\lambda/(8d)} .
\]

Adding the bulk exponent 3 and dividing by it gives the ratio of thermopowers:

\[
\frac{S_{\rm film}}{S_{\rm bulk}}
=\frac13\left[3-\frac{3\lambda/(4d)}{1-3\lambda/(8d)}\right]
=1-\frac{\lambda/(4d)}{1-3\lambda/(8d)} .
\]

To leading order the lost fraction is

\[
\boxed{\;1-\frac{S_{\rm film}}{S_{\rm bulk}}\simeq\frac{\lambda}{4d}\;}
\]

The division by 3 matters: \(3\lambda/(4d)\) is the change of the exponent, not the fraction of it that is lost.

The thermopower measures how much better electrons above the Fermi energy conduct than those below it. In the bulk, the faster electrons benefit from longer free paths. In the film, a surface cuts short a larger share of those longer paths, and part of the advantage is lost. The sign of \(S\) stays negative and its magnitude falls.

## Other exponents, surfaces and thicknesses

**Exponent.** For \(\lambda(E)\propto E^p\) with \(p>-1\), the bulk exponent is \(1+p\), and the logarithmic derivative of the film factor is \(-3p\lambda/(8d)\) to leading order. The lost fraction becomes

\[
\frac{3p}{8(1+p)}\frac{\lambda}{d}.
\]

For \(p=0\) it vanishes, which is the case in which the tempting argument holds. For \(p=1,2,3\) the coefficient of \(\lambda/d\) is 0.19, 0.25 and 0.28.

**Partly specular surfaces.** Suppose a fraction \(s\) of the electrons is reflected as by a mirror, with \(s\) independent of energy and angle. In a thick film, electrons reaching a surface have nearly the bulk value \(g=1\), so those leaving it start with \(g(0)=s\). Then \(g=1-(1-s)e^{-z/(u\lambda)}\). The conductivity deficit, and with it the leading thermopower loss, is multiplied by \(1-s\).

**Films that are not thick.** The transport equation can be solved numerically across the film at each energy and the result put into the ratio of Fermi integrals, without Mott's derivative. For \(p=2\), diffuse surfaces, and \(E_F\) and \(T\) as in the example, this gives:

| \(d/\lambda\) | lost fraction | \(\lambda/(4d)\) |
|---:|---:|---:|
| 40 | 0.0063 | 0.0063 |
| 10 | 0.0260 | 0.0250 |
| 5 | 0.0538 | 0.0500 |
| 2 | 0.132 | 0.125 |
| 1 | 0.217 | 0.250 |

At \(d=10\lambda\) the leading term is too small by about 4% of the numerical loss; at \(d=\lambda\) it is too large by about 15%. The formula with the denominator \(1-3\lambda/(8d)\) works well down to \(d=5\lambda\), where it gives 0.0541. At \(d=\lambda\) it gives 0.40, far too much, because it omits the exponential term in \(F\).

**Very thin films.** When \(\kappa\ll1\), directions with \(u\gg\kappa\) have \(\kappa/u\ll1\). Expanding the exponential to second order gives a thickness average of \(g\) equal to \(\kappa/(2u)\). To leading logarithm,

\[
F\simeq\frac32\int_\kappa^1\frac{\kappa}{2u}\,du=\frac{3\kappa}{4}\ln\frac1\kappa .
\]

Hence \(d\ln F/d\ln\kappa\) tends to 1, though only logarithmically. Since \(\kappa\propto E^{-2}\), the exponent of the film conductivity tends to \(3-2=1\), and the thermopower to one third of its bulk value. The loss therefore saturates at two thirds within this classical model, whereas \(\lambda/(4d)\) grows without limit.

## The example

The thermal energy is a small part of the Fermi energy, \(k_BT/E_F=0.00215\). With \(k_B/e=86.2\) µV/K,

\[
S_{\rm bulk}=-\pi^2\,(86.2\ \text{µV/K})(0.00215)\simeq-1.83\ \text{µV/K}.
\]

The leading lost fraction is \(15/(4\times150)=0.025\), so

\[
S_{\rm film}\simeq-1.832\times(1-0.025)=-1.786\ \text{µV/K}.
\]

The Fermi integrals give \(-1.785\) µV/K, a change of about \(+0.05\) µV/K from the bulk. The conductivity of the same film falls by 3.75%, so the relative loss of thermopower is about two thirds of the relative loss of conductivity.

## What a real film adds

The free-electron resistivity for these parameters is 2.6 µΩ cm, close to the rough room-temperature value of 2.7 µΩ cm for aluminium. The measured thermopower of aluminium is also negative and roughly \(-2\) µV/K. This resemblance does not validate the model, since aluminium has several bands and its exponent \(p\) need not be 2. Copper shows the limit of the free-electron picture more plainly: its room-temperature thermopower is positive. The following estimates keep the example's film and change one assumption at a time.

**Grain boundaries.** Let the boundaries be planes across the current, a distance \(D=150\) nm apart, with reflection parameter \(R=0.2\). A simple model, taken over here without derivation, adds to the scattering rate \(1/\tau\) a rate \(\alpha/(c\tau)\), where \(c\) is the magnitude of the direction cosine along the current and

\[
\alpha=\frac{\lambda}{D}\frac{R}{1-R}=0.1\times0.25=0.025 .
\]

The conductivity is multiplied by \(3\int_0^1c^2\,dc/(1+\alpha/c)\simeq1-3\alpha/2\). With \(R\) fixed, \(\alpha\propto E^2\), and the argument used for the surfaces gives a lost fraction of about \(\alpha\). The full integral gives 0.024. If instead \(R/(1-R)\) falls as \(1/E\), as it does for a thin barrier at a fixed angle, the same model gives 0.012. The form \(1/c\) is itself the angle law of a thin barrier: planes are crossed at a rate proportional to \(c\), and \(R/(1-R)\) varies as \(1/(Ec^2)\). The second case is thus the consistent thin-barrier one, while the first keeps this angle law but freezes the energy dependence. Both values are rough. A reflection reverses the velocity along the current, so planes that literally reflect a fraction \(R\) at normal incidence relax the current about twice as fast as the model rate, which would roughly double these losses. To first order the losses add, so the total rises from 0.026 to roughly 0.04 in the second case and 0.05 in the first, measured against a bulk metal without grain boundaries. In such a film the grains can matter as much as the surfaces.

**Inelastic scattering.** With a rough Debye temperature of 400 K, phonon energies are comparable with \(k_BT\), and the scattering is not elastic. An electron well above the Fermi energy can emit phonons more freely, and an empty state well below it is filled more readily, so paths are shorter on both sides. Let \(\rho(y)\) be the factor by which this changes the path, and let angle brackets denote thermal averages, with \(\langle\rho\rangle=1\). In the ratio of Fermi integrals, the bulk conductivity then varies as \(E^3\rho\) and the surface deficit as \(E^5\rho^2\). The lost fraction becomes

\[
\frac{3\lambda}{8d}\left[\frac{5\langle y^2\rho^2\rangle}{3\langle y^2\rho\rangle}-\langle\rho^2\rangle\right].
\]

For \(\rho=1\) the bracket is \(2/3\), and \(\lambda/(4d)\) returns. Take \(1/\rho\) proportional to the rate at which a small excess of electrons in a state decays through absorption and emission of Debye phonons, each process weighted by the square of the phonon wave number, which measures the forward momentum lost. The coefficient of \(\lambda/d\) then falls from 0.25 to about 0.18. This is only a rough estimate: it neglects the energy exchanged by electrons scattered into a state, and it keeps the film equation for isotropic scattering. The neglected exchange can change the coefficient by as much as the correction itself, so the value 0.18 does not predict the loss. It indicates only that the elastic coefficient is uncertain at this temperature. The bulk thermopower changes as well.

**Phonon drag.** A phonon gas with energy density \(U\) has pressure \(U/3\). If its whole momentum passed to the electrons, the thermopower would be of size \(C/(3ne)\), where \(C\) is the lattice heat capacity per volume and \(n\) the electron density. For the classical value of \(3k_B\) per atom and three electrons per atom, this is \(k_B/(3e)=28.7\) µV/K. A share of only 0.17% equals the film effect calculated here. A measured difference between film and bulk therefore cannot be assigned to \(\lambda/(4d)\) unless the change in drag is known to be smaller.

**Surface and thickness.** Even a rough surface reflects grazing electrons partly as a mirror. For a roughness of 0.2 nm and a specular probability \(e^{-4k^2h^2u^2}\), where \(h\) is the rms roughness, the lost fraction falls from 0.0260 to 0.0254. About 850 subbands are occupied, which supports treating the motion across the film as continuous.

The complete set of values is in the numerical output below.

## Values computed for the example and the checks

```
INPUTS (rough, aluminium-like)
Fermi energy: 12.0 eV
mean free path: 15.0 nm
film thickness: 150.0 nm
temperature: 300 K
thickness / mean free path: 10.00
RESULTS
k_B T / E_F: 0.00215
bulk resistivity: 2.575 microohm cm
film/bulk conductivity: 0.96250
bulk S, formula: -1.8323 microV/K
bulk S, Fermi integrals: -1.8322 microV/K
film S, leading term: -1.7864 microV/K
film S, Fermi integrals: -1.7846 microV/K
film S minus bulk S: 0.0476 microV/K
lost fraction, lambda/(4d): 0.02500
lost fraction, closed thick form: 0.02597
lost fraction, Fermi integrals: 0.02598
d/lambda | lost fraction, integrals | lambda/(4d)
   80 | 0.00314 | 0.00313
   40 | 0.00631 | 0.00625
   20 | 0.01274 | 0.01250
   10 | 0.02598 | 0.02500
    5 | 0.05379 | 0.05000
    2 | 0.13196 | 0.12500
    1 | 0.21690 | 0.25000
COEFFICIENT of lambda/d for path ~ E^p
p = 1: 0.18750
p = 2: 0.25000
p = 3: 0.28125
NEGLECTED EFFECTS
grain size: 150 nm, reflection: 0.20
grain parameter alpha: 0.0250
grain loss, fixed reflection: 0.02366
grain loss, thin-barrier reflection: 0.01183
Debye temperature: 400 K, over T: 1.333
coefficient of lambda/d, inelastic estimate: 0.1835
full phonon-drag scale: 28.72 microV/K
drag share equal to film effect: 0.166 percent
surface roughness: 0.20 nm
lost fraction with this roughness: 0.02542
occupied subbands: 847
```
